# How Many Pixels an Optimal Lithography Source Needs, part 2

For a fixed mask, linear programming optimizes the weights $s_j\ge0$ of mutually incoherent source pixels at $(\sigma_x,\sigma_y)$, in units of NA. The image is $I(x)=\sum_js_j|E_j(x)|^2$. At pitch $p$ and defocus $z$, the scalar thin-mask field is

$$E_j(x)=\sum_{|\rho_n|\le1}a_n\,e^{i\phi_n}e^{2\pi i n x/p},\qquad
\phi_n=\frac{2\pi n_w z}{\lambda}\sqrt{1-\left(\frac{\mathrm{NA}\,|\rho_n|}{n_w}\right)^2}, \tag{2}$$

where $\rho_{n}=\left(\sigma_x+\frac{n\lambda}{p\,\mathrm{NA}},\ \sigma_y\right)$. The diffraction amplitudes are

$$a_n=\frac1p\int_{-p/2}^{p/2}T(x)e^{-2\pi inx/p}dx
=(1-\beta)\frac{\sin(\pi nd/p)}{\pi n}+\beta\,\delta_{n0}, \tag{13}$$

with mask transmission $T(x)$ and the fraction read as $d/p$ for $n=0$.

Here $\lambda=193$ nm, NA is 1.35 and the water index is $n_w=1.44$. Bright spaces of width $W=45$ nm have pitches of 90, 130 and 240 nm and mask openings $d$ of 45, 49.51 and 57.95 nm (wafer scale). Openings transmit amplitude 1, the background $\beta=-0.245$. An annular reference source, radii 0.70 to 0.95 and total weight one, set the openings and the threshold $I_T=0.1971$ of the clear field.

The program maximizes the worst slope $t$; $G_{ij}$ is the contribution of pixel $j$ to slope $i$. A slope is $W$ times the derivative of intensity toward the bright side, divided by $I_T$. There are $m=13$ rows: three equalities pinning the in-focus edge intensities to $I_T$, nine slope rows (per pitch, one edge in focus and both at 40 nm defocus), and a total-weight limit of 1.2.

A row is tight if it holds with equality, otherwise slack. Some optimal source satisfies

$$\text{number of lit pixels}\le\text{number of tight rows}\le m. \tag{4}$$

With pixel caps, $m$ counts the other rows, and for pixels strictly between zero and the cap

$$\text{partly lit pixels}\le m-(\text{slack rows})\le m. \tag{12}$$

Maximizing $t$ lowers both bounds by one.

Thinning moves an optimal source's weights and slacks along a null vector of the positive variables' columns, keeping rows and objective unchanged, until a pixel goes dark or a slack row becomes tight. It ends when these columns are independent.

### The optimal source

On a $24\times24$ grid, 400 pixels have centres within radius 0.95. The solver's optimal source lights six of them:

| $\sigma_x$ | $\sigma_y$ | weight |
|---:|---:|---:|
| −0.0417 | −0.8750 | 0.13906 |
| −0.2917 | −0.0417 | 0.09886 |
| +0.2917 | −0.0417 | 0.11137 |
| −0.6250 | +0.0417 | 0.23633 |
| +0.6250 | +0.0417 | 0.24787 |
| −0.4583 | +0.7083 | 0.01626 |

The worst slope is 1.105, against 0.549 for the annular source with the same mask and threshold. Seven rows are tight, so the bound is $7-1=6$, and it is reached. The total weight is 0.850, which leaves the power row slack. The tight rows are therefore the three edge equalities and four slope rows.

The edge equality at 90 nm pitch can be checked by hand. Adjacent orders are separated in the pupil by

$$\frac{\lambda}{p\,\mathrm{NA}}=\frac{193}{90\times1.35}=1.588 .$$

For the pixels at $\sigma_x=\pm0.625$, one first order falls at $|\rho_x|=0.963$ and passes along with the zero order. For the other four pixels, the nearest first order lies outside the pupil and only the zero order passes. Equation (13) gives

$$a_0=1.245\times0.5-0.245=0.3775,\qquad a_1=\frac{1.245}{\pi}=0.3963.$$

At the edge, $x=-p/4$, the interference term is proportional to $\cos(2\pi x/p)=0$. The two-beam pixels thus contribute $a_0^2+a_1^2=0.2996$ per unit weight, and the others $a_0^2=0.1425$. Their total weights are 0.4842 and 0.3656, so

$$0.4842\times0.2996+0.3656\times0.1425=0.1972,$$

which agrees with the threshold to rounding.

The slope at this edge comes from the two-beam pixels alone:

$$\frac{W}{I_T}\,0.4842\times2a_0a_1\frac{2\pi}{p}
=\frac{45}{0.1971}\times0.4842\times0.2992\times0.0698=2.31 .$$

At 40 nm defocus, the phase difference between the two beams follows from equation (2). The square roots are 0.809 and 0.427, so the difference is $2\pi\times1.44\times40/193\times0.3821=0.717$ rad. The interference pattern of each pixel shifts sideways by this phase, and its slope at either nominal edge is multiplied by $\cos0.717=0.754$. The slope becomes 1.74. Both values exceed 1.105, so the slope rows of the dense pitch are slack, although its edge equality still constrains the source. The four tight slope rows are the defocused ones of the 130 and 240 nm pitches. They are taken at the nominal edges: since no row holds the width through focus, the spaces at 40 nm defocus shrink to 43.7 and 39.3 nm at these pitches.

### The count does not follow the grid

Repeating the optimization on other grids gives:

| grid | pixels | tight rows | lit pixels | worst slope |
|---|---:|---:|---:|---:|
| 16 × 16 | 180 | 7 | 6 | 1.084 |
| 24 × 24 | 400 | 7 | 6 | 1.105 |
| 36 × 36 | 912 | 7 | 6 | 1.097 |

The number of available pixels grows fivefold and the number of lit pixels stays at six. The slope is not monotonic in the grid size, and there is no reason it should be: the pixel centres of one grid are not a subset of those of the next, and each grid has its own annular reference and hence its own threshold and mask openings.

### Certifying the optimum

The counting rule concerns optimal sources, and optimality can be certified without trusting the path the solver took. Let $E_{kj}$ be the edge intensity from pixel $j$ at pitch $k$, divided by $I_T$, and let $P$ be the power limit. Choose multipliers $y_k$ of either sign, $\omega_i\ge0$ with $\sum_i\omega_i=1$, and $\mu\ge0$, such that for every pixel

$$\sum_i\omega_iG_{ij}\le\sum_ky_kE_{kj}+\mu . \tag{14}$$

For any feasible source, $t$ is no larger than any slope and hence no larger than their weighted mean. Using (14) with $s_j\ge0$, and then the edge and power rows,

$$t\le\sum_{i,j}\omega_iG_{ij}s_j\le\sum_{k,j}y_kE_{kj}s_j+\mu\sum_js_j\le\sum_ky_k+\mu P. \tag{15}$$

If a source attains the right-hand side, no feasible source is better. The solver's multipliers were tested in this way for all three grids. They satisfied their conditions to within $10^{-8}$, and the bound agreed with the attained worst slope to within $10^{-7}$.

Equality in (15) requires equality in (14) for every lit pixel. The multipliers thus act as prices: a lit pixel's contribution to the limiting slopes just pays for its effect on the edge intensities and the power.

### An optimal source with more pixels

The six-pixel source is lopsided, although the mask is mirror-symmetric. Symmetry provides a second optimal source. For a symmetric mask $a_{-n}=a_n$. Replacing $\sigma_x$ by $-\sigma_x$ and relabelling $n\to-n$ in (2) gives

$$E_{-\sigma_x}(x)=E_{\sigma_x}(-x), \tag{16}$$

because the defocus phase depends only on $|\rho_n|$. The mirrored pixel produces the mirrored image, which exchanges the left and right edge slopes. Reversing $\sigma_y$ changes nothing, since $|\rho_n|$ depends on $\sigma_y^2$. In focus $\phi_n=0$ and the amplitudes $a_n$ are real, so $E_{\sigma_x}(-x)=E_{\sigma_x}^*(x)$. The in-focus image of each pixel is then itself symmetric, which is why one edge per pitch is enough there.

Averaging the source over its four mirror images preserves the edge intensities and the power. Each defocused slope becomes the mean of a left and a right slope, both at least $t$. The worst slope cannot fall, and it cannot rise above the optimum. The averaged source is therefore optimal. It lights 16 pixels, more than the 13 rows, and its worst slope is again 1.105. This is a concrete case in which the bound fails for an optimal source, and it shows why the word "some" is needed in the statement.

The averaged source has a practical advantage. If a pattern is displaced by a small distance $D$, its image is $I_0(x-D)$. With symmetric $I_0$ and slope $\gamma$ at the left edge, the intensities at the nominal edges are

$$I_L\simeq I_0-\gamma D,\qquad I_R\simeq I_0+\gamma D,\qquad D\simeq\frac{I_R-I_L}{2\gamma}. \tag{17}$$

With $2\gamma$ replaced by the sum of the two inward slopes, this linear estimate gives a largest displacement of 0.30 nm at 40 nm defocus for the six-pixel source. For the averaged source it is zero by symmetry. The original program constrained the slopes at both edges but not the position of the pattern, so it had no reason to prefer the balanced source.

Symmetry can also be built in by assigning one weight to each group of four mirror pixels. The two defocused slope rows at each pitch then coincide, which leaves 10 rows. The optimum lights four groups with five tight rows, again reaching the bound. These are 16 physical pixels, with the same worst slope. In such a program the bound counts groups.

### Thinning and what it spends

A second program minimizes the total weight while requiring every slope to be at least 0.827, midway between the annular and optimal values. It has three edge equalities and nine slope rows, and no free variable. Its least power is 0.738. The mirror-averaged optimum lights 12 pixels. Nine thinning steps reduce this to five, with five tight rows and unchanged power to the digits shown.

The counts reveal something about the slope requirement. At the end there are five lit pixels and $12-5=7$ slack rows, hence 12 positive variables. Each of the nine steps removed at least one, so there were at least 21 at the start. Twelve pixels and nine slope rows can supply no more than 21. All nine slope rows were therefore slack in the averaged source.

A linear constraint that is slack at an optimum can be dropped without lowering the minimum cost. Otherwise a short step toward the cheaper source would still satisfy the constraint and would already cost less. The same argument applies to all nine rows together. In this example the slope floor costs no power, and the least power is set by the edge equalities.

The thinned source nevertheless has two tight slope rows. Thinning preserved the power but spent the slope margin, because it is allowed to move until a slack row becomes tight. If the margins matter, the slacks can be held fixed and only the pixel weights moved. The same proof then bounds the lit pixels by the rank of the pixel columns, at most $m$. Here a simple move of this kind is available: pixels that differ only in the sign of $\sigma_y$ have identical columns, so each such pair can be merged. This leaves six lit pixels with every slope and the power unchanged.

### Spreading the light

In the six-pixel source, one pixel carries 29 % of the light. This may be unacceptable for the illuminator or for the optics near pupil planes. Capping each pixel at 0.01087, twice the weight of an annular pixel, changes the character of the source: 73 pixels are lit, of which four are partly lit. The bound for partly lit pixels is $13-1=12$. The worst slope falls from 1.105 to 0.987, a loss of 11 %, while the largest pixel weight falls by a factor of 23. The mask, threshold and other rows are the same in both cases.

### Comparison with a real exposure

The wavelength, NA and mask type correspond to water-immersion lithography. The smallest pitch, 90 nm, compares with a two-beam limit of $\lambda/(2\,\mathrm{NA})=71.5$ nm. The resist index of 1.70 and blur of 5 nm used below are rough values. A worst slope near 1.1 is low; roughly 2 would be a more comfortable log-slope. The mask here has no assist features, which a real layout would probably use at the 240 nm pitch. The following table re-evaluates the six-pixel source with the source, dose and mask held fixed. The last column gives the largest in-focus change of edge intensity, relative to threshold.

| effect added | worst slope | edge change |
|---|---:|---:|
| none | 1.105 | 0 |
| vector, polarized along lines | 1.104 | 0.03 % |
| vector, unpolarized | 0.789 | 5.5 % |
| resist blur 5 nm | 1.059 | 0.8 % |
| zero-order phase 10° | 1.075 | 0.5 % |
| finite pixel area | 1.100 | 2.9 % |

Polarization is the largest of these effects: unpolarized light lowers the worst slope by 29 %. Two beams at angles $\pm\theta$ in the resist, polarized in their common plane, have field directions separated by $2\theta$, so their interference is multiplied by $\cos2\theta$. For symmetric beams at 90 nm pitch, $\sin\theta=193/(2\times90\times1.70)=0.631$ and $\cos2\theta=0.20$. The dense pitch suffers the largest relative loss but is not the limiting one: its defocused slope falls from 1.74 to 1.03, while the worst slope of 0.789 belongs to the 240 nm pitch and the 5.5 % edge change to the 130 nm pitch. For light polarized along the lines, the field directions hardly change the result for this source. Otherwise the vector image should be used to build the rows.

The finite pixel area matters most at 90 nm pitch. Part of the first order from the pixels at $\sigma_x=\pm0.625$ then falls outside the pupil, and the edge intensity drops by 2.9 %.

Every row of the table omits the radiometric factor, which is not small at this NA. Without reflection losses, conservation of energy multiplies the amplitude of a beam at angle $\theta$ in the resist by about $1/\sqrt{\cos\theta}$. For the six-pixel source this image-side factor alone raises the edge intensities by 32, 15 and 12 % at pitches of 90, 130 and 240 nm; including the mask-side cosine of a 4× lens lowers these to 27, 13 and 10 %. The annular reference that fixed the threshold and openings would change as well. Because the changes differ, a new dose alone cannot restore all three edges. The numerical source is therefore an illustration, and a source for a real exposure needs this factor in its rows. With any of these corrections the image remains linear in the weights, so the counting rule is unaffected.

The 10° phase is a stand-in for mask topography, not a calculation of it. It makes the zero order complex, so the two in-focus edges are no longer equivalent: the largest change is 0.3 % at the left edges and 0.5 % at the right edges. Lens aberrations, flare and resist chemistry beyond Gaussian blur are not sized here.

### Implementation

1. Scale the rows so that their entries are of order one, and compute all slacks. Set entries below the solver's accuracy to zero.
2. Find a null vector of the columns of the positive variables, for example from a singular value decomposition. Stop if there is none within the numerical tolerance.
3. Choose its sign so that it has a negative entry, and step until the first positive variable reaches zero. Set that variable to exactly zero and repeat.
4. Recompute the rows and the objective from the final weights. A change in the objective beyond rounding suggests that the starting source was not optimal or that a tolerance in step 1 or 2 was too loose.

Without pixel caps, a simplex solver that returns a vertex has already done this work, because the positive pixel weights and slacks at a vertex have independent columns. If caps are passed to the solver as upper bounds, this holds only for the variables strictly between their bounds, so many pixels may sit at the cap. An interior-point solution that has not been moved to a vertex may light many more pixels at the same objective value.

The choice among optimal sources should follow from what the hardware and process require. If balance through focus matters, use mirror groups. If peak load matters, add caps. If margin matters, put it in the objective or hold the slacks fixed. Most values for the example are in the numerical output. Its entry for the finite pixel area uses only 5 × 5 points per pixel, which miss the strip beyond the pupil edge; the table above gives the value for fine sampling. Its edge change for the zero-order phase refers to the left edges only.

## Computed values

```
wavelength 193 nm, NA 1.35, index water 1.44, resist 1.7
space width 45 nm, defocus 40 nm, power limit 1.2 (annular = 1)
small programs: 3 rows, 7 pixels, 20 cases; least misfit with 2 pixels 2.4e-04
grid 16x16: 180 pixels, 13 rows, 7 tight, 6 lit, worst slope 1.0837
grid 36x36: 912 pixels, 13 rows, 7 tight, 6 lit, worst slope 1.0971
grid 24x24: 400 pixels, 13 rows, 7 tight, 6 lit, worst slope 1.1053
example grid 24x24; threshold 0.1971 of clear field
pitch 90 nm: mask opening 45.00 nm (wafer scale)
pitch 130 nm: mask opening 49.51 nm (wafer scale)
pitch 240 nm: mask opening 57.95 nm (wafer scale)
annular source: 184 pixels lit, worst slope 0.5491
optimal source: power 0.8497, largest pixel share 29.2 %
  lit pixel sigma_x -0.0417, sigma_y -0.8750, weight 0.13906
  lit pixel sigma_x -0.2917, sigma_y -0.0417, weight 0.09886
  lit pixel sigma_x +0.2917, sigma_y -0.0417, weight 0.11137
  lit pixel sigma_x -0.6250, sigma_y +0.0417, weight 0.23633
  lit pixel sigma_x +0.6250, sigma_y +0.0417, weight 0.24787
  lit pixel sigma_x -0.4583, sigma_y +0.7083, weight 0.01626
mirror-averaged optimum: 16 pixels lit, worst slope 1.1053
pattern shift at defocus (linear estimate): sparse 0.297 nm, mirror-averaged 0.000 nm
mirror groups: 100 groups, 10 rows, 5 tight, 4 groups lit = 16 pixels, worst slope 1.1053
pixel cap 0.01087: 73 lit, 4 partly lit, worst slope 0.9870
least-power program: slope floor 0.8272, 12 rows, least power 0.73803
  mirror-averaged optimum 12 lit; after 9 thinning steps 5 lit, 5 tight rows
  power after thinning 0.73803
neglected effects on the sparse optimum (worst slope; largest focus edge-intensity change):
  scalar model: 1.1053; 0.00 %
  vector, y-polarised: 1.1039; 0.03 %
  vector, unpolarised: 0.7893; 5.54 %
  resist blur 5 nm: 1.0594; 0.82 %
  zero-order phase 10 deg: 1.0752; 0.33 %
  finite pixel area: 1.1005; 0.83 %
```
